\section*{Root-mean-square temperature fluctuation in ten cubic micrometres of silicon}

\section{Problem}

A piece of silicon of volume $V=10~\mu\mathrm{m}^3$ is in thermal equilibrium with much larger surroundings at $T=300$ K. Its density is $\rho=2330~\mathrm{kg/m^3}$ and its specific heat is $c=700~\mathrm{J/(kg\,K)}$. What is the root-mean-square (rms) fluctuation of its temperature? If the silicon forms an optical ring resonator, how far does this fluctuation move the resonance?

The volume is ten cubic micrometres, $10\times10^{-18}~\mathrm{m^3}=10^{-17}~\mathrm{m^3}$, and not a cube of side $10~\mu$m, which would be a hundred times larger.

\section{A tempting solution}

The heat capacity of the piece is
\begin{equation}
C=\rho cV=2330\times700\times10^{-17}~\mathrm{J/K}=1.631\times10^{-11}~\mathrm{J/K}.
\end{equation}
The thermal energy scale is $k_BT$, so one may suppose that the energy of the piece fluctuates by about $k_BT$ and write
\begin{equation}
\delta T\overset{?}{=}\frac{k_BT}{C}
=\frac{1.381\times10^{-23}\times300}{1.631\times10^{-11}}~\mathrm{K}
=2.5\times10^{-10}~\mathrm{K}.
\end{equation}
The units are right and the result is small, as expected. It is nevertheless wrong by a factor of about a million.

\section{Where it fails}

The quantity $k_BT$ sets the energy fluctuation of one classical degree of freedom, not of a whole body. Take $N$ independent classical degrees of freedom, each with an energy quadratic in its coordinate. Each has mean energy $k_BT/2$ and energy variance $(k_BT)^2/2$. Variances of independent quantities add, so
\begin{equation}
\delta E_{\rm rms}=k_BT\sqrt{N/2},\qquad C=\frac{Nk_B}{2},
\qquad\text{hence}\qquad
\delta E_{\rm rms}=k_BT\sqrt{C/k_B}.
\end{equation}
The tempting solution omits the factor $\sqrt{C/k_B}$. For an order-of-magnitude estimate the omission matters little when $C$ is of order $k_B$; here $C/k_B$ is about $10^{12}$.

This argument is classical, whereas the lattice vibrations of silicon at 300 K are not all classical. The relation between $\delta E_{\rm rms}$ and $C$ must therefore be derived without that assumption.

\section{The right solution}

\subsection{Energy variance}

Let the piece have fixed volume and fixed material content, with energy levels $E_i$. Its coupling to the surroundings exchanges energy but is too weak to alter the levels appreciably. With $\beta=1/(k_BT)$, level $i$ has probability $e^{-\beta E_i}/Z$, where $Z=\sum_i e^{-\beta E_i}$. The mean energy is
\begin{equation}
\langle E\rangle=\frac{1}{Z}\sum_iE_ie^{-\beta E_i}.
\end{equation}
Differentiate with respect to $\beta$ at fixed levels. The exponential contributes a factor $-E_i$, and $\partial Z/\partial\beta=-Z\langle E\rangle$, so
\begin{align}
\frac{\partial\langle E\rangle}{\partial\beta}
&=-\frac1Z\sum_iE_i^2e^{-\beta E_i}
-\frac{1}{Z^2}\frac{\partial Z}{\partial\beta}\sum_iE_ie^{-\beta E_i}\nonumber\\
&=-\langle E^2\rangle+\langle E\rangle^2
=-\langle\delta E^2\rangle,
\end{align}
where $\delta E=E-\langle E\rangle$. Since $d\beta/dT=-1/(k_BT^2)$, we have $\partial/\partial\beta=-k_BT^2\,\partial/\partial T$. The two minus signs cancel:
\begin{equation}
\langle\delta E^2\rangle=k_BT^2\frac{\partial\langle E\rangle}{\partial T}=k_BT^2C.
\end{equation}
No classical approximation has been made; quantum effects enter through the value of $C$.

\subsection{From energy to temperature}

The temperature $T$ in the probabilities belongs to the surroundings and does not fluctuate. What fluctuates is the energy of the piece, and its temperature fluctuation is defined by $\delta T=\delta E/C$. Dividing the variance by $C^2$ gives
\begin{equation}
\langle\delta T^2\rangle=\frac{k_BT^2}{C},
\qquad
\delta T_{\rm rms}=\sqrt{\frac{k_BT^2}{\rho cV}}.
\label{eq:main}
\end{equation}

One could instead assign to each energy the temperature at which the mean energy has that value, using the full curve and not its tangent. For a model solid of identical quantum oscillators, with $k_BT$ equal to half a quantum, a sum over all relevant levels shows that this changes the rms by a fraction $4.15\times10^{-3}$ for 200 oscillators and $3.96\times10^{-4}$ for 2000. The difference falls roughly as the inverse of the size, and the silicon piece is larger by many orders of magnitude.

\subsection{Numbers}

With $k_BT^2=1.2426\times10^{-18}$ J\,K,
\begin{equation}
\langle\delta T^2\rangle=\frac{1.2426\times10^{-18}}{1.631\times10^{-11}}~\mathrm{K^2}
=7.62\times10^{-8}~\mathrm{K^2},
\end{equation}
\begin{equation}
\boxed{\delta T_{\rm rms}=276~\mu\mathrm{K}=0.276~\mathrm{mK}}
\end{equation}
This is about one millionth of the bath temperature. The corresponding energy fluctuation, $C\,\delta T_{\rm rms}=4.50\times10^{-15}$ J, is about $1.1\times10^6$ times $k_BT$, which is the factor missing from the tempting solution.

At fixed $T$, $\rho$ and $c$, the rms varies as $V^{-1/2}$. Misreading the volume as $(10~\mu\mathrm{m})^3$ would therefore give $27.6~\mu$K, ten times too little.

\subsection{A finite bath}

Suppose that the surroundings have a finite heat capacity $C_b$ and that the total energy is fixed. The probability of an energy transfer $\delta E$ is proportional to $\exp[(S+S_b)/k_B]$, where $S$ and $S_b$ are the two entropies. The linear terms cancel at equal temperatures. Because $\partial S/\partial E=1/T$, the second derivative is $\partial(1/T)/\partial E=-1/(T^2C)$, and likewise for the bath. To leading order for large bodies,
\begin{equation}
P(\delta E)\propto\exp\left[-\frac{\delta E^2}{2k_BT^2}\left(\frac1C+\frac1{C_b}\right)\right].
\end{equation}
Reading off the Gaussian variance and dividing by $C^2$ gives
\begin{equation}
\langle\delta T^2\rangle=\frac{k_BT^2}{C}\,\frac{C_b}{C+C_b}.
\end{equation}
For $C_b\gg C$ this returns Eq.~\eqref{eq:main}. For $C_b\to0$ the piece is isolated, its energy is fixed, and the fluctuation vanishes.

\section{What a ring resonator sees}

Let the silicon be a strip $450$ nm wide and $220$ nm high, closed into a ring. Its cross-section is $A=0.099~\mu\mathrm{m}^2$, so $10~\mu\mathrm{m}^3$ corresponds to a circumference $L=101~\mu$m and a radius of $16.1~\mu$m.

A resonance of integer order $m$ satisfies $n_{\rm eff}(\nu,T)\,\nu L=mc_0$, where $\nu$ is the optical frequency, $n_{\rm eff}$ the effective index and $c_0$ the speed of light. Holding $L$ and $m$ fixed and taking first-order changes,
\begin{equation}
\left(n_{\rm eff}+\nu\frac{\partial n_{\rm eff}}{\partial\nu}\right)\delta\nu
+\nu\frac{\partial n_{\rm eff}}{\partial T}\,\delta T=0.
\end{equation}
The bracket is the group index $n_g$, hence
\begin{equation}
\frac{\delta\nu}{\nu}=-\frac{1}{n_g}\frac{\partial n_{\rm eff}}{\partial T}\,\delta T.
\end{equation}
Take a vacuum wavelength of 1550 nm, or $\nu=193.4$ THz, with the rough values $\partial n_{\rm eff}/\partial T=1.8\times10^{-4}~\mathrm{K^{-1}}$ and $n_g=4.2$. The shift is about $-8.3$ GHz/K: warming lowers the frequency. The rms shift is
\begin{equation}
\delta\nu_{\rm rms}\approx8.3\times10^{9}\times276\times10^{-6}~\mathrm{Hz}\approx2.3~\mathrm{MHz}.
\end{equation}
For a quality factor $Q=10^5$ the linewidth $\nu/Q$ is 1934 MHz, and the rms shift is 0.12\% of it. With the ring otherwise unchanged, this fraction grows in proportion to $Q$.

\subsection{Unequal optical weighting}

Equation~\eqref{eq:main} describes the plain volume average, whereas light senses the temperature weighted by its intensity $w$. Divide the core into cells of volume $v$ with independent fluctuations of variance $k_BT^2/(\rho cv)$. The weighted average is $\delta T_w=\sum_iw_i\delta T_i/\sum_iw_i$. Cross terms average to zero, so
\begin{equation}
\langle\delta T_w^2\rangle
=\frac{k_BT^2}{\rho cv}\frac{\sum_iw_i^2}{(\sum_iw_i)^2}
\;\longrightarrow\;
\frac{k_BT^2}{\rho cV}\,\frac{V\int w^2\,dV}{(\int w\,dV)^2},
\end{equation}
where $\sum_i\to v^{-1}\int dV$. For uniform $w$ the last factor is 1.

For a travelling wave whose field vanishes at the core walls, $w$ varies as $\cos^2$ across both the width and the height. The averages of $\cos^2$ and $\cos^4$ are $1/2$ and $3/8$, so each direction contributes $(3/8)/(1/2)^2=3/2$. The variance is multiplied by $9/4$ and the rms by $3/2$, giving about $410~\mu$K in this idealized case. A test with 20\,000 random samples of $12\times12$ cells, each containing 400 model oscillators, gave an rms factor of 1.490, against the predicted 1.500, with a sampling standard error of about 0.008.

\subsection{Slow readout}

The value of $276~\mu$K also assumes an instantaneous reading. To estimate the effect of averaging, treat the core and its surroundings as one uniform medium of thermal diffusivity $D$, and let the weight across the guide be $w=e^{-r^2/s^2}$. After time $t$, diffusion turns this profile into
\begin{equation}
w_t=\frac{s^2}{s^2+4Dt}\,e^{-r^2/(s^2+4Dt)}.
\end{equation}
Equal-time fluctuations at different points are independent and their mean decay follows the heat equation, so the normalized correlation is the overlap of $w_t$ with $w$:
\begin{equation}
\frac{\int w\,w_t\,d^2r}{\int w^2\,d^2r}
=\frac{\pi s^4/(2s^2+4Dt)}{\pi s^2/2}
=\frac{1}{1+t/\tau},\qquad \tau=\frac{s^2}{2D}.
\end{equation}
The effective area $(\int w\,d^2r)^2/\int w^2\,d^2r=2\pi s^2$ is set equal to $A$, which gives $\tau=A/(4\pi D)$. With a rough oxide diffusivity $D=8.5\times10^{-7}~\mathrm{m^2/s}$, $\tau=9.3$ ns.

Averaging over a time $x\tau$ multiplies the variance by the double time average of the correlation. A separation $u\tau$ occurs with weight proportional to $x-u$, so the factor is
\begin{align}
F(x)&=\frac{2}{x^2}\int_0^x\frac{x-u}{1+u}\,du
=\frac{2}{x^2}\int_0^x\left(\frac{1+x}{1+u}-1\right)du\nonumber\\
&=\frac{2}{x^2}\left[(1+x)\ln(1+x)-x\right].
\end{align}
For $x\to0$ the bracket tends to $x^2/2$ and $F\to1$, the instantaneous case. For an averaging time of 1000 ns, $x\approx108$ and $\sqrt F=0.26$, which lowers the uniformly weighted rms from 276 to about $73~\mu$K.

\section{How far to trust the numbers}

The strip dimensions and optical coefficients are rough typical values for silicon guides near 1550 nm, so the frequency shift is only an estimate. If $1.8\times10^{-4}~\mathrm{K^{-1}}$ is taken as the bulk silicon coefficient, the fundamental mode of an oxide-clad strip of this size has $\partial n_{\rm eff}/\partial T\approx1.95\times10^{-4}~\mathrm{K^{-1}}$ and $n_g\approx4.3$, which give about $-8.8$ GHz/K and 2.4 MHz. Holding $L$ fixed also leaves out thermal expansion. With linear expansion coefficient $2.6\times10^{-6}~\mathrm{K^{-1}}$ and $n_{\rm eff}\approx2.4$, the change of length alone would add $2.4\times2.6\times10^{-6}/(1.8\times10^{-4})$, or about 3.5\%, to the shift. In a freely expanding ring the cross-section grows as well and raises $n_{\rm eff}$. Scaling all dimensions at fixed material indices is equivalent to scaling the frequency, so 2.4 is replaced by the group index without material dispersion, about 4.1, and the addition is about 6\%. A ring bonded to a substrate does not expand freely. In a real guide of this size the field does not vanish at the walls and the intensity is more even across the core, so the weighting factor of 1.5, and the $410~\mu$K that follows from it, are large overestimates: weighting with $|E|^2$ of the full vector mode of the oxide-clad strip gives a factor of about 1.07, or $295~\mu$K. The averaging estimate uses a Gaussian weight and ignores the faster conduction in silicon and the finite oxide thickness. For 1000 ns, a uniform weight over the rectangular core gives about $70~\mu$K in an all-oxide medium and about $66~\mu$K once the core conducts like silicon, instead of $73~\mu$K; $2~\mu$m of oxide above a heat sink does not change this noticeably at that averaging time. The factors 1.5 and 0.26 should not be multiplied, because the averaging factor depends on the weight profile: the product would give $109~\mu$K, whereas the $\cos^2$ weight averaged over 1000 ns gives about $79~\mu$K in an all-oxide medium and $66~\mu$K with a silicon core. Absorbed light would heat the ring above its surroundings, an effect that this equilibrium calculation leaves out.

Two smaller corrections concern the material. The derivation holds the volume fixed and so requires $c_v$, while tabulated values are usually $c_p$. With linear expansion coefficient $\alpha$ and isothermal bulk modulus $K$, $(\partial V/\partial T)_p=3\alpha V$ and $(\partial S/\partial V)_T=(\partial p/\partial T)_V=3\alpha K$. Therefore
\begin{equation}
c_p-c_v=\frac{T}{\rho V}\left(\frac{\partial S}{\partial V}\right)_T\left(\frac{\partial V}{\partial T}\right)_p
=\frac{9\alpha^2KT}{\rho}.
\end{equation}
For $\alpha=2.6\times10^{-6}~\mathrm{K^{-1}}$ and $K=98$ GPa, both rough, the difference is $0.77~\mathrm{J/(kg\,K)}$. If the given 700 is $c_p$, using $c_v$ raises the rms by 0.055\%.

The assumption of weak coupling at the boundary can be judged from a typical thermal phonon wavelength, $hv_s/(k_BT)\approx1.0$ nm for a rough sound speed $v_s=6400$ m/s. This is about 0.5\% of the core height, which suggests a small boundary correction but does not calculate it.

For the question as posed, the uniform volume average read instantaneously, the answer is 0.28 mK to two figures. The numerical output lists the input values and the results of the closed formulas used here.

\section*{Table of computed values}
\begin{verbatim}
Bath temperature: 300 K
Density: 2330 kg/m^3
Specific heat: 700 J/(kg K)
Volume: 10 um^3 = 1.0e-17 m^3
Boltzmann constant: 1.380649e-23 J/K
Mass: 2.330e-14 kg
Heat capacity C: 1.6310e-11 J/K
kB T^2: 1.2426e-18 J K
Temperature variance: 7.6185e-08 K^2
RMS temperature fluctuation: 276.0 uK = 0.276 mK
RMS fluctuation / bath temperature: 9.20e-07
RMS energy fluctuation: 4.502e-15 J
RMS if volume were (10 um)^3: 27.6 uK
Model inversion error, 200 oscillators: 4.15e-03
Model inversion error, 2000 oscillators: 3.96e-04
Core width: 450 nm
Core height: 220 nm
Ring circumference: 101.0 um
Ring radius: 16.1 um
Vacuum wavelength: 1550 nm
Optical frequency: 193.4 THz
Rough d(n_eff)/dT: 1.8e-04 1/K
Rough group index: 4.2
Resonance shift: -8.29 GHz/K
RMS resonance shift: 2.29 MHz
Quality factor: 1e+05
Linewidth: 1934 MHz
RMS shift / linewidth: 0.12 %
Optical-weighting rms factor: 1.500
Sampled optical-weighting factor: 1.490
Optically weighted rms: 414 uK
Rough oxide diffusivity: 8.50e-07 m^2/s
Rough correlation time: 9.3 ns
Readout averaging time: 1000 ns
Time-averaging rms factor: 0.26
Time-averaged rms, uniform weight: 73 uK
Rough linear expansion: 2.6e-06 1/K
Rough bulk modulus: 98 GPa
c_p - c_v: 0.77 J/(kg K)
RMS change on using c_v: 0.055 %
Rough sound speed: 6400 m/s
Thermal phonon wavelength: 1.02 nm
Phonon wavelength / height: 0.47 %
\end{verbatim}
